# Spin tune of a flat ring and beam energy from resonance

## Problem

Electrons circulate on a closed orbit in a horizontal plane. The magnetic field on the orbit is vertical, though it may vary along the ring, and any electric field is parallel to the velocity. The anomaly $a=(g-2)/2=0.00115965218$ and the rest energy $mc^2=0.51099895$ MeV are given. The spin tune $\nu$ is the number of turns the rest-frame spin makes relative to the velocity during one revolution.

1. Find $\nu$ as a function of energy.
2. Find the energies at which a small static error, repeated every revolution, destroys the vertical polarization, and the distance between them.
3. A ring of circumference 240 m has revolution frequency $f_0=1249.135$ kHz. Its energy is known beforehand only as $2500\pm20$ MeV. A solenoid on the orbit is driven at frequency $f_d$ and turns the spin about the velocity by $\chi\cos(2\pi qn)$ on revolution $n$, with $q=f_d/f_0$ and $\chi=0.0020$ rad. The mean vertical spin has a minimum at $f_d=397.408$ kHz. When the energy is raised by 5.0 MeV, the minimum moves to $q=0.306800$. Find the beam energy and the width of the line.

The scan data come from a simulation of a beam with a chosen energy, so the answer can be checked. Field gradients acting on the spin, betatron motion, radiation noise, energy spread and synchrotron oscillations are left out: the simulated beam is a single electron of fixed energy. In a real ring of this size the natural energy spread is of order 1 MeV, far above the line width found below. A narrow line survives there because synchrotron oscillations average the tune. They also reduce the width of the central line and add sidebands displaced by the synchrotron tune $Q_s$; for $Q_s=0.01$ a sideband mistaken for the main line would give an error of 4.4 MeV. The width computed here is therefore that of the model, not of a real scan.

## First estimate by scaling

A vertical field $B$ becomes $\gamma B$ in the rest frame of the electron. The anomalous part of the magnetic moment therefore turns the spin at a rate of order $a\,q_eB\gamma/m$ per unit proper time, where $q_e$ is the charge. The velocity turns at the rate $q_eB/m$ per unit proper time. If the normal part of the moment keeps the spin in step with the velocity, which is still to be shown, the ratio gives

$$\nu\sim a\gamma .$$

Scaling leaves a numerical factor open. With that factor set to one and the constants rounded to $a\approx1.2\times10^{-3}$ and $mc^2\approx0.5$ MeV, the tune grows by one for every $0.5/(1.2\times10^{-3})\approx420$ MeV. At 2500 MeV it is about 6.

For the driven line, the phase slip per revolution, $2\pi\,\delta q$, competes with the kick $\chi$. Hence $\delta q\sim\chi/2\pi\approx3.2\times10^{-4}$, or about 0.13 MeV in energy.

## Exact solution: the spin tune

**Equation of motion.** Set $c=1$ and use the metric $(+,-,-,-)$. The field tensor acts on a four-vector $V$ as

$$FV=(\mathbf V\cdot\mathbf E,\;V^0\mathbf E+\mathbf V\times\mathbf B),$$

and it is antisymmetric: $X\cdot FY=-Y\cdot FX$. The four-velocity $u=(\gamma,\gamma\beta\hat{\mathbf v})$ obeys $\dot u=(q_e/m)Fu$, where the dot means $d/d\tau$.

The spin four-vector $S$ is purely spatial in the rest frame, so $S\cdot u=0$. Its equation must be linear in $S$ and, without field gradients, linear in $F$. Excluding an electric dipole moment, the form is

$$\dot S=A\,FS+D\,u\,(S\cdot Fu).$$

In the rest frame the second term has no spatial part, and the first must give the magnetic torque $\dot{\mathbf s}=(gq_e/2m)\,\mathbf s\times\mathbf B$. Thus $A=gq_e/2m=(1+a)q_e/m$. Conservation of $S\cdot u=0$, with $u\cdot u=1$, requires

$$0=A\,u\cdot FS+D\,S\cdot Fu+\frac{q_e}{m}S\cdot Fu
=\left(-A+D+\frac{q_e}{m}\right)S\cdot Fu ,$$

so $D=aq_e/m$ and

$$\dot S=\frac{q_e}{m}\left[(1+a)FS+a\,u\,(S\cdot Fu)\right].$$

**Components that follow the orbit.** Let $\hat{\mathbf z}$ be vertical and $\hat{\mathbf n}=\hat{\mathbf z}\times\hat{\mathbf v}$. Define

$$L=(\gamma\beta,\gamma\hat{\mathbf v}),\qquad N=(0,\hat{\mathbf n}),\qquad Z=(0,\hat{\mathbf z}),$$

and write $S=s_LL+s_NN+s_zZ$. A boost along $\hat{\mathbf v}$ to the rest frame turns $L$ into $(0,\hat{\mathbf v})$ and leaves $N$ and $Z$ alone. The coefficients are therefore the rest-frame spin components. Each basis vector has square $-1$ and is orthogonal to $u$ and to the other two.

For $\mathbf B=B\hat{\mathbf z}$ and $\mathbf E=0$, $\gamma$ is constant. With $\omega=q_eB/m$,

$$\dot{\hat{\mathbf v}}=\omega\,\hat{\mathbf v}\times\hat{\mathbf z}=-\omega\hat{\mathbf n},\qquad
\dot{\hat{\mathbf n}}=\hat{\mathbf z}\times\dot{\hat{\mathbf v}}=-\omega\,\hat{\mathbf z}\times\hat{\mathbf n}=\omega\hat{\mathbf v}.$$

Direct action of the field gives

$$\frac{q_e}{m}FL=(0,\gamma\omega\,\hat{\mathbf v}\times\hat{\mathbf z})=-\gamma\omega N=\dot L,$$

$$\frac{q_e}{m}FN=(0,\omega\,\hat{\mathbf n}\times\hat{\mathbf z})=(0,\omega\hat{\mathbf v})=\dot N,\qquad FZ=0=\dot Z .$$

The basis thus obeys the same equation as $u$. Inserting the expansion of $S$ into its equation of motion, the part $(q_e/m)FS$ without the factor $a$ cancels against the motion of the basis. What remains is

$$\dot s_LL+\dot s_NN+\dot s_zZ=\frac{aq_e}{m}\left[FS+u\,(S\cdot Fu)\right].$$

The scalar product with a basis vector $e_j$ removes the last term, because $e_j\cdot u=0$. Since $e_j\cdot e_j=-1$, we have $\dot s_j=-(aq_e/m)\,e_j\cdot FS$. The two products needed are

$$N\cdot FL=-\hat{\mathbf n}\cdot(\gamma B\,\hat{\mathbf v}\times\hat{\mathbf z})=\gamma B,\qquad L\cdot FN=-\gamma B,$$

and therefore

$$\dot s_N=-a\gamma\omega\,s_L,\qquad \dot s_L=a\gamma\omega\,s_N,\qquad \dot s_z=0 .$$

Combining the horizontal components,

$$\frac{d}{d\tau}(s_L+is_N)=-ia\gamma\omega\,(s_L+is_N).$$

The spin turns relative to the velocity at the rate $-a\gamma\omega$, while the velocity itself turns at the rate $-\omega$. The sense is the same, and reversing the sign of the charge reverses both. If the orbit bends by $d\theta$, the spin advances relative to it by

$$d\psi=a\gamma\,d\theta .$$

This relation is local, so the distribution of the field around the ring does not matter. A planar revolution has $\oint d\theta=2\pi$, and at constant energy

$$\boxed{\nu=a\gamma=\frac{aE}{mc^2}} .$$

Seen from fixed axes, the spin makes $1+a\gamma$ turns, because the velocity makes one turn itself. For the Dirac value $g=2$, $a=0$ and the spin stays in step with the velocity. The method of this problem thus rests on the anomaly, which enters here as a given constant.

**Varying energy.** In an accelerating cavity let $\mathbf E=\mathcal E\hat{\mathbf v}$. Writing $\gamma=\cosh\eta$ and $\gamma\beta=\sinh\eta$, the equation for $u$ gives $\dot\eta=q_e\mathcal E/m$. Then $\dot L=\dot\eta\,u=(q_e/m)FL$, and $FN=FZ=0$. The basis again follows the field. The $a$-terms are proportional to $u$ and vanish on projection, so the cavity causes no turning. For varying energy

$$\nu=\frac{a}{2\pi}\oint\gamma\,d\theta=a\langle\gamma\rangle_\theta .$$

The tune measures the energy averaged over bending angle, which need not be the energy at any chosen point. In a test with strong modulation, $\gamma$ starts at 2.5000 while its bend-weighted mean is 2.8989. Direct integration of the covariant equation agrees with the mean and excludes the starting value.

## Exact solution: the integer resonances

A tune equal to an integer $k$ means

$$E_k=k\,\frac{mc^2}{a},\qquad
\Delta E=\frac{0.51099895\ \text{MeV}}{0.00115965218}=440.6485\ \text{MeV}.$$

The spacing refers to total energy. A root search for energies at which the covariant motion returns the spin to the velocity after one revolution gives 440.648, 881.297 and 1321.945 MeV.

In a perfect flat ring a vertical spin stays vertical at these energies too. Depolarization needs an error field. A solenoid on the axis is a clean case because it leaves the orbit undeflected. With $\mathbf B$ along $\hat{\mathbf v}$, $Fu=0$ and the basis is fixed, so the whole factor $1+a$ acts:

$$\dot{\mathbf s}=(1+a)\frac{q_e}{m}\,\mathbf s\times\mathbf B .$$

Since the path element is $d\ell=\gamma\beta\,d\tau$ and $p=m\gamma\beta$, the magnitude of the spin angle is

$$\chi_s=(1+a)\frac{|q_e|}{p}\left|\int B\,d\ell\right| .$$

Let $x$ denote the direction of the velocity at the solenoid. One revolution, arc first, is the spin rotation

$$U=\left(\cos\frac{\chi_s}{2}-i\sigma_x\sin\frac{\chi_s}{2}\right)\left(\cos\pi\nu-i\sigma_z\sin\pi\nu\right).$$

Any such rotation has the form $\cos\pi\nu_s-i\,\mathbf k\cdot\boldsymbol\sigma\sin\pi\nu_s$, where the unit vector $\mathbf k$ is the axis that returns to itself. Multiplying out, with $\sigma_x\sigma_z=-i\sigma_y$, the unit-matrix and $\sigma_z$ parts are

$$\cos\pi\nu_s=\cos\pi\nu\cos\frac{\chi_s}{2},\qquad k_z\sin\pi\nu_s=\sin\pi\nu\cos\frac{\chi_s}{2}.$$

From the first relation,

$$\sin^2\pi\nu_s=1-\cos^2\pi\nu\cos^2\frac{\chi_s}{2}=\sin^2\pi\nu\cos^2\frac{\chi_s}{2}+\sin^2\frac{\chi_s}{2},$$

and hence

$$k_z^2=\frac{\sin^2\pi\nu\,\cos^2(\chi_s/2)}{\sin^2\pi\nu\,\cos^2(\chi_s/2)+\sin^2(\chi_s/2)} .$$

An initially vertical spin has component $k_z$ along $\mathbf k$. The rest turns about $\mathbf k$ and averages to zero over many revolutions, provided $\nu_s$ is not an integer. The mean vertical spin is therefore $k_z^2$. For a small nonzero $\chi_s$ it vanishes at integer $\nu$: the spin meets the solenoid with the same phase each time, and the small tilts add.

Half height occurs where $|\sin\pi\nu|=\tan(\chi_s/2)$. For $\chi_s=0.020$ rad this is a tune offset of 0.00318, or 1.403 MeV. Tracking gives a mean of 0.500 there, 0.908 at offset 0.01000 and 0.996 at 0.05000, in agreement with the formula.

This is coherent motion of one spin, which would return to the vertical. Loss of beam polarization requires in addition that the phases of different electrons spread, or that the detector averages over many turnovers. Resonances involving betatron motion are outside this model.

## Exact solution: the driven line

The driven problem is solved to leading order in the small kick $\chi$. Let $q_0$, between 0 and 1/2, be the distance of $\nu$ from the nearest integer $k$, so that $\nu=k\pm q_0$. Sampled once per revolution, the arc rotation is then a rotation by $\pm2\pi q_0$.

In axes that turn with the arc rotation, the kick axis moves. For the upper sign, the kick on revolution $n$ is the horizontal vector

$$\chi\cos(2\pi qn)\begin{pmatrix}\cos2\pi q_0n\\-\sin2\pi q_0n\end{pmatrix}
=\frac{\chi}{2}\begin{pmatrix}\cos\delta n\\\sin\delta n\end{pmatrix}
+\frac{\chi}{2}\begin{pmatrix}\cos2\pi(q+q_0)n\\-\sin2\pi(q+q_0)n\end{pmatrix},$$

with $\delta=2\pi(q-q_0)$. The lower sign reverses the second component throughout. Near resonance the first vector turns slowly, and its kicks add. The second turns quickly and averages out, provided $q_0$ is not close to 0 or 1/2.

In axes following the slow vector, the spin turns about a fixed axis with horizontal part $w=\chi/2$ and vertical part of magnitude $|\delta|$. The angle per revolution is $\Omega=\sqrt{w^2+\delta^2}$. Splitting the initial vertical spin into parts along and across this axis gives

$$s_z(n)=\frac{\delta^2}{\Omega^2}+\frac{w^2}{\Omega^2}\cos\Omega n .$$

For small $\Omega$ the sum over $M$ revolutions may be replaced by an integral, so the mean is

$$\overline{s_z}=1-\frac{w^2}{\Omega^2}\left(1-\frac{\sin\Omega M}{\Omega M}\right)\;\longrightarrow\;\frac{\delta^2}{\delta^2+w^2}\quad(\Omega M\gg1).$$

Half height lies at $|\delta|=w$, that is

$$|q-q_0|=\frac{\chi}{4\pi}=1.592\times10^{-4}.$$

This corresponds to 70.1 keV. A scan of finite length differs through the term $\sin\Omega M/\Omega M$: for $M$ between 25000 and 38000 the half-width varies between about $1.55\times10^{-4}$ and $1.63\times10^{-4}$. The tracked scan has $M=37698$, for which the half-width is $1.586\times10^{-4}$; the value $1.593\times10^{-4}$ in the output comes from linear interpolation on a coarse grid. At a distance of $2.0\times10^{-4}$ from the centre, $\delta=1.26\times10^{-3}$ and $w=1.0\times10^{-3}$. The long-time formula then gives 0.61; the tracked values on the two sides are 0.608 and 0.607.

**Reading the energy.** The centre of the line is

$$q_0=\frac{397.408}{1249.135}=0.318147 .$$

Because $\nu=k\pm q_0$, the possible energies are $E=(k\pm q_0)\,\Delta E$. Near the nominal value they are

$$\begin{aligned}
(5+0.318147)\times440.6485\ \text{MeV}&=2343.43\ \text{MeV},\\
(6-0.318147)\times440.6485\ \text{MeV}&=2503.70\ \text{MeV},\\
(6+0.318147)\times440.6485\ \text{MeV}&=2784.08\ \text{MeV}.
\end{aligned}$$

The second alone lies between 2480 and 2520 MeV. Hence

$$\boxed{E=2503.70\ \text{MeV}=2.50370\ \text{GeV}},\qquad \nu=5.68185 .$$

The energy step checks the branch. On the lower-sign branch $q_0=k-E/\Delta E$, so a rise of 5.0 MeV should change $q_0$ by $-5.0/440.6485=-0.01135$. The observed change is $0.306800-0.318147=-0.011347$. The step determines the sign but not $k$. With the sign known, candidates are 440.65 MeV apart, and prior knowledge to better than $\pm220$ MeV would suffice. Without the step, the closest neighbours here are $2503.70-2343.43=160.27$ MeV apart, so the prior interval must be shorter than that to guarantee a single candidate.

**What limits the result.** The simulated beam had 2503.700 MeV, and the midpoint of the line recovers this to better than 0.1 keV. The remainder depends on the starting phase of the drive and on the scan length, and rounding $f_d$ to the digits given already costs up to 0.2 keV. That figure describes a noiseless model, not a measurement. The half-width of about 70 keV is not the error either, since the centre of a symmetric line can be located more finely than its width.

Static errors shift the centre. If the static solenoid above were also present, $\cos\pi q_s=\cos\pi q_0\cos(\chi_s/2)$. Expanding for small $\chi_s$,

$$-\pi\sin(\pi q_0)\,(q_s-q_0)\approx-\frac{\chi_s^2}{8}\cos\pi q_0
\quad\Rightarrow\quad q_s-q_0\approx\frac{\chi_s^2}{8\pi}\cot\pi q_0 .$$

With $\chi_s=0.020$ rad and $\cot\pi q_0\approx0.64$, the shift is $1.0\times10^{-5}$. On the lower-sign branch a larger $q$ is read as a lower energy, so this shift of the spin tune alone makes the inferred value 4.51 keV too low. It is quadratic in the error angle and far exceeds the numerical error of the midpoint. A smaller effect comes on top: a spin that starts vertical is tilted from the new stable axis by about $\chi_s/(2\sin\pi q_0)\approx0.012$, which skews the line. In the long-time limit this moves the midpoint at half height by at most about the tilt times the half-width, or 0.8 keV. In a finite scan the oscillating term changes the slope of the flanks, and for $M=37698$ the displacement reaches about 1.6 keV. Depending on where the static solenoid sits, the displacement can add to the shift above or partly cancel it.

## Comparison

The estimate $\nu\sim a\gamma$ has the right dependence, and the derivation shows that its open factor is one. The reason is the cancellation found above: the normal moment carries the spin along with the velocity, and only the anomalous torque in the enhanced field $\gamma B$ remains. The rounded spacing of 420 MeV is about 5% below 440.65 MeV. That is good enough to anticipate a tune near 6, but the resulting tune error of about 0.3 is comparable with $q_0$ itself. A scan needs precise constants because it uses the fractional part of a number larger than one.

For the line width, the estimate $\chi/2\pi$ is twice the driven result $\chi/4\pi$. An oscillating kick splits into two counter-turning halves, and one of them stays in step with the spin. For the static solenoid the whole kick repeats in phase, and the same estimate, $0.020/2\pi=0.00318$, agrees with the exact half-width to the digits shown. The numerical output below lists the values for both lines.

## Computed values

```
electron anomaly a = 0.00115965218 (dimensionless)
electron rest energy = 0.51099895 MeV
integer resonance spacing = 440.6485 MeV
relative uncertainty of spacing = 3.5e-10
covariant motion, resonance 1 = 440.648 MeV
covariant motion, resonance 2 = 881.297 MeV
covariant motion, resonance 3 = 1321.945 MeV
varying-energy test: starting gamma = 2.5000
varying-energy test: bend-weighted gamma = 2.8989
static solenoid spin angle = 0.020 rad
tune offset 0.00000: mean vertical spin tracked 0.001, formula 0.000
tune offset 0.00318: mean vertical spin tracked 0.500, formula 0.500
tune offset 0.01000: mean vertical spin tracked 0.908, formula 0.908
tune offset 0.05000: mean vertical spin tracked 0.996, formula 0.996
tune offset 0.30000: mean vertical spin tracked 1.000, formula 1.000
static resonance half-width = 1.403 MeV
ring circumference = 240.0 m
nominal energy = 2500.0 MeV, prior range +/- 20.0 MeV
simulated beam energy = 2503.700 MeV
revolution frequency = 1249.135 kHz
drive spin angle amplitude = 0.0020 rad
drive solenoid integrated field amplitude = 0.01668 T m
scan range in q = 0.28116 to 0.37193
fine scan length = 37698 turns
scan q = 0.317747: mean vertical spin = 0.865
scan q = 0.317947: mean vertical spin = 0.608
scan q = 0.318147: mean vertical spin = -0.000
scan q = 0.318347: mean vertical spin = 0.607
scan q = 0.318547: mean vertical spin = 0.865
line centre q = 0.318147
line centre frequency = 397.408 kHz
line half-width in q, tracked = 1.593e-04
line half-width in q, formula = 1.592e-04
line half-width in energy = 70.2 keV
candidate below = 2343.433 MeV
selected energy = 2503.700 MeV
candidate above = 2784.082 MeV
selected spin tune = 5.681853
selected gamma = 4899.619
recovered minus simulated energy = -0.01 keV
energy step = 5.0 MeV
line centre after step q = 0.306800
change of q after step = -0.011347
energy bias from static solenoid = -4.51 keV
```
